# The thermal limit of subthreshold swing in a gated channel: verification in Python

```python
# Result under test: for thermionic current over a rigidly shifted barrier,
#   S = (kB T/q) ln(10) / [alpha (1 - <fS + fD>)] >= (kB T/q) ln(10).
# S: gate voltage per decade of current; alpha: barrier shift per gate voltage;
# fS, fD: source and drain Fermi functions; <>: average weighted by current.
# Energies are in eV from the source Fermi level, lengths in nm.
import numpy as np
from scipy import constants as C
from scipy.integrate import trapezoid
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron, csc_matrix
from scipy.sparse.linalg import splu
from scipy.special import expit

q = C.e
KB = C.k / q
T0 = 300.0
KT = KB * T0
HB2 = C.hbar**2 / (C.m_e * q) * 1e18       # hbar^2/m0 in eV nm^2
G0 = 2 * q**2 / C.h                      # spin-degenerate conductance, S

# Rough parameters of a double-gate silicon sheet transistor
BODY, OXIDE, LENGTH = 5.0, 1.5, 25.0
EPS_SI, EPS_OX = 11.7, 3.9
M_LIGHT, M_HEAVY = 0.19, 0.916
BARRIER0, VD, SOURCE_EDGE = 0.45, 0.50, -0.05
TRAPS = 1e11                              # per cm^2 per eV, each interface
GAP = 1.12                                # rough bulk gap, eV


def limit(temperature):
    return 1000 * KB * temperature * np.log(10)


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (b - a) * x / 2 + (a + b) / 2, (b - a) * w / 2


# Each subband: valleys, transport mass, lateral mass, offset from the lowest
subbands = []
for n in (1, 2, 3):
    e = HB2 * (np.pi * n / BODY)**2 / 2
    subbands += [(2, M_LIGHT, M_LIGHT, e / M_HEAVY),
                 (2, M_LIGHT, M_HEAVY, e / M_LIGHT),
                 (2, M_HEAVY, M_LIGHT, e / M_LIGHT)]
ground = min(b[3] for b in subbands)
subbands = [(g, mx, my, e - ground) for g, mx, my, e in subbands]
ROOT_E, ROOT_W = gauss(0, np.sqrt(1.3), 240)


def landauer(barrier, vd=VD, kt=KT, trans=lambda e: 1.0):
    """Current in uA/um and current-weighted mean of fS + fD."""
    total = occupied = 0.0
    for g, mx, my, offset in subbands:
        e = offset + ROOT_E**2
        fs = expit(-(barrier + e) / kt)
        fd = expit(-(barrier + e + vd) / kt)
        modes = g * np.sqrt(2 * my / HB2) * ROOT_E / np.pi
        part = ROOT_W * 2 * ROOT_E * modes * trans(e) * (fs - fd)
        total += part.sum()
        occupied += (part * (fs + fd)).sum()
    return G0 * total * 1e9, occupied / total


def momentum_sum(barrier, vd=VD):
    """Current in uA/um from velocity times occupation of each state."""
    total = 0.0
    for g, mx, my, offset in subbands:
        kx, wx = gauss(0, np.sqrt(2 * mx * 1.3 / HB2), 160)
        ky, wy = gauss(0, np.sqrt(2 * my * 1.3 / HB2), 160)
        e = (barrier + offset + HB2 * kx[:, None]**2 / (2 * mx)
             + HB2 * ky[None, :]**2 / (2 * my))
        df = expit(-e / KT) - expit(-(e + vd) / KT)
        slope = HB2 * kx / mx
        total += 2 * g * 2 * ((wx * slope) @ df @ wy) / (4 * np.pi**2)
    return q**2 / C.hbar * total * 1e9


def boltzmann_current(barrier, vd=VD):
    s = sum(g * np.sqrt(my * KT / (2 * np.pi * HB2))
            * np.exp(-(barrier + o) / KT) for g, mx, my, o in subbands)
    return G0 * KT * s * (1 - np.exp(-vd / KT)) * 1e9


def swing(current, vg, step=1e-4):
    change = np.log10(current(vg + step)) - np.log10(current(vg - step))
    return 1000 * 2 * step / change


# Current formulas against the sum over states
assert abs(landauer(-0.03)[0] / momentum_sum(-0.03) - 1) < 1e-6
for bias in (0.02, VD):
    ratio = boltzmann_current(0.35, bias) / momentum_sum(0.35, bias)
    assert abs(ratio - 1) < 1e-5

# Swing identity and bound, with and without energy-dependent scattering
for trans in (lambda e: 1.0, lambda e: (e + 0.002) / (e + 0.03)):
    for temp in (T0, 358.15):
        for bias in (0.02, VD):
            for barrier in (0.35, 0.10, 0.02):
                kt = KB * temp
                s = swing(lambda v: landauer(barrier - v, bias, kt, trans)[0],
                          0.0)
                occ = landauer(barrier, bias, kt, trans)[1]
                assert abs(s * (1 - occ) / limit(temp) - 1) < 2e-5
                assert s > limit(temp) * (1 - 1e-6)
                if barrier == 0.35:
                    assert abs(s / limit(temp) - 1) < 1e-4

# A fixed upper edge of source states breaks the rigid-shift condition
WINDOW = 0.030


def filtered_current(vg):
    e, w = gauss(0.40 - vg, 0.40 + WINDOW, 60)
    return w @ expit(-e / KT)


filtered = swing(filtered_current, 0.0, 1e-5)
assert abs(filtered / (limit(T0) * (1 - np.exp(-WINDOW / KT))) - 1) < 1e-4
assert filtered < limit(T0)

# Long-channel charge balance with traps and source-injected mobile charge
cox_si = C.epsilon_0 * EPS_OX / (OXIDE * 1e-9)
cox = cox_si / q * 1e-18                  # electrons per V nm^2
dit = TRAPS * 1e-14                       # per eV nm^2
trap_depth, trap_weight = gauss(0, GAP, 240)


def balanced_barrier(vg):
    def residual(u):
        mobile = sum(g * np.sqrt(mx * my) * KT / (2 * np.pi * HB2)
                     * np.logaddexp(0, -(u + o) / KT)
                     for g, mx, my, o in subbands)
        trapped = dit * (trap_weight @ expit(-(u - trap_depth) / KT))
        return u - (BARRIER0 - vg) - (mobile + 2 * trapped) / (2 * cox)
    return brentq(residual, -1, 2, xtol=1e-14)


charge_rows = []
for vg in (0.10, 0.30):
    u = balanced_barrier(vg)
    alpha_num = (balanced_barrier(vg - 1e-3)
                 - balanced_barrier(vg + 1e-3)) / 2e-3
    cq = sum(g * np.sqrt(mx * my) / (2 * np.pi * HB2)
             * np.exp(-(u + o) / KT) for g, mx, my, o in subbands)
    alpha_formula = 1 / (1 + dit / cox + cq / (2 * cox))
    assert abs((1 - alpha_num) / (1 - alpha_formula) - 1) < 0.02
    charge_rows.append((vg, alpha_num, limit(T0) / alpha_num))


def midplane_weights(length, h=0.25):
    """Gate and drain weights of the potential on the body midplane."""
    nx = round(length / h)
    half = round(BODY / 2 / h)
    ny = half + round(OXIDE / h)
    eps = np.r_[np.full(half, EPS_SI), np.full(ny - half, EPS_OX)]
    below = np.r_[0.0, eps[:-1]]
    across = (below + eps) / 2
    ly = diags([-eps[:-1], below + eps, -eps[:-1]], [-1, 0, 1])
    lx = diags([-np.ones(nx - 2), 2 * np.ones(nx - 1), -np.ones(nx - 2)],
               [-1, 0, 1])
    solver = splu(csc_matrix(kron(lx, diags(across))
                             + kron(identity(nx - 1), ly)))
    contact = np.minimum(1.0, (ny - np.arange(ny)) / (ny - half))
    gate = np.zeros((nx - 1, ny))
    drain = np.zeros((nx - 1, ny))
    gate[:, -1] += eps[-1]
    gate[0] += across * (1 - contact)
    gate[-1] += across * (1 - contact)
    drain[-1] += across * contact
    wg = solver.solve(gate.ravel()).reshape(nx - 1, ny)[:, 0]
    wd = solver.solve(drain.ravel()).reshape(nx - 1, ny)[:, 0]
    return np.linspace(0, length, nx + 1), np.r_[0, wg, 0], np.r_[0, wd, 1]


x, wg, wd = midplane_weights(LENGTH)
mid_gate = wg[len(wg) // 2]
long_gate = midplane_weights(LENGTH + 10)[1]
coarse_gate = midplane_weights(LENGTH, 0.5)[1]
decay = brentq(lambda s: EPS_SI * np.tan(BODY / (2 * s))
               * np.tan(OXIDE / s) - EPS_OX, 2.0, 20.0)
decay_num = 5 / np.log((1 - mid_gate) / (1 - long_gate[len(long_gate) // 2]))
assert abs(decay_num / decay - 1) < 0.02
assert abs(mid_gate - coarse_gate[len(coarse_gate) // 2]) < 0.005
gate_spline = CubicSpline(x, wg)
fine_x = np.linspace(0, LENGTH, 20001)


def profile(vg, vd=VD):
    return CubicSpline(x, wg * (BARRIER0 - vg) + wd[::-1] * SOURCE_EDGE
                       + wd * (SOURCE_EDGE - vd))


def barrier_top(vg, vd=VD):
    u = profile(vg, vd)(fine_x)
    i = np.argmax(u)
    return u[i], fine_x[i]


def transmission(e, u, dx, mass):
    """Transmission of a discretized barrier between uniform leads."""
    hop = HB2 / (2 * mass * dx**2)
    left = np.arccos(1 - (e - u[0]) / (2 * hop))
    right = np.arccos(1 - (e - u[-1]) / (2 * hop))
    ahead, here = np.exp(1j * right), np.ones_like(e, dtype=complex)
    for level in u[::-1]:
        ahead, here = here, (2 + (level - e) / hop) * here - ahead
    incoming = (ahead * np.exp(1j * left) - here) / (2j * np.sin(left))
    return np.sin(right) / (np.sin(left) * abs(incoming)**2)


# Transmission routine against the analytic sech-squared barrier
test_e = np.array([0.04, 0.07, 0.10, 0.15])
test_x = np.linspace(-15, 15, 601)
height, width = 0.10, 1.5
numeric = transmission(test_e, height / np.cosh(test_x / width)**2,
                       test_x[1] - test_x[0], M_LIGHT)
k = np.sqrt(2 * M_LIGHT * test_e / HB2)
top = np.sinh(np.pi * k * width)**2
root = np.sqrt(8 * M_LIGHT * height * width**2 / HB2 - 1)
assert np.allclose(numeric, top / (top + np.cosh(np.pi * root / 2)**2),
                   rtol=5e-3)

lateral, lateral_w = gauss(0, 8, 100)


def supply(e):
    """Fermi occupation summed over lateral motion, scaled to exp(-e/kT)."""
    return 2 / np.sqrt(np.pi) * (
        expit(-(lateral[None, :]**2 + e[:, None] / KT)) @ lateral_w)


wave_e = np.arange(SOURCE_EDGE + 1e-4, 0.95, 5e-4)
wave_supply = supply(wave_e) - supply(wave_e + VD)
wave_x = np.linspace(0, LENGTH, 251)


def classical_device(vg):
    e = np.linspace(0, 0.6, 3001) + barrier_top(vg)[0]
    return trapezoid(supply(e) - supply(e + VD), e)


def quantum_spectrum(vg):
    t = transmission(wave_e, profile(vg)(wave_x), wave_x[1], M_LIGHT)
    return t * wave_supply


def quantum_device(vg):
    return trapezoid(quantum_spectrum(vg), wave_e)


VG_TEST = 0.10
top_energy, top_x = barrier_top(VG_TEST)
alpha_top = float(gate_spline(top_x))
s_classical = swing(classical_device, VG_TEST, 5e-3)
s_quantum = swing(quantum_device, VG_TEST, 5e-3)
assert abs(s_classical * alpha_top / limit(T0) - 1) < 3e-3
assert s_quantum > limit(T0)
spectrum = quantum_spectrum(VG_TEST)
below_top = (trapezoid(np.where(wave_e < top_energy, spectrum, 0), wave_e)
             / trapezoid(spectrum, wave_e))
dibl = 1000 * (barrier_top(VG_TEST, 0.05)[0] - top_energy) / (VD - 0.05)

print(f"Body, oxide, gate length: {BODY}, {OXIDE}, {LENGTH} nm")
print(f"Relative permittivity, silicon and oxide: {EPS_SI}, {EPS_OX}")
print(f"Light and heavy masses: {M_LIGHT}, {M_HEAVY} electron masses")
print(f"Ideal barrier at zero gate voltage: {BARRIER0:.2f} eV")
print(f"Drain bias: {VD:.2f} V; source subband edge: {SOURCE_EDGE:.2f} eV")
print(f"Thermal energy at 300 K: {1000 * KT:.3f} meV")
for temp in (77.0, T0, 358.15):
    print(f"Limiting swing at {temp:.2f} K: {limit(temp):.2f} mV/decade")
print(f"Gate voltage for five decades at 300 K: {5 * limit(T0):.1f} mV")
offsets = sorted(set(round(1000 * b[3], 1) for b in subbands))
print("Lowest three distinct subband offsets:", offsets[:3], "meV")
print("Ideal gate: VG (V), barrier (eV), current (uA/um), "
      "mean fS+fD, swing (mV/decade)")
for vg in (0.0, 0.1, 0.2, 0.3, 0.4, 0.45):
    current, occ = landauer(BARRIER0 - vg)
    s = swing(lambda v: landauer(BARRIER0 - v)[0], vg)
    print(f"  {vg:.2f}  {BARRIER0 - vg:.2f}  {current:.4e}  {occ:.3e}  {s:.2f}")
print(f"Filtered source, window {1000 * WINDOW:.0f} meV: "
      f"swing {filtered:.2f} mV/decade")
print(f"Trap density per interface: {TRAPS:.1e} cm^-2 eV^-1")
print(f"Oxide capacitance per gate: {cox_si * 100:.3f} uF/cm2")
for vg, alpha, s in charge_rows:
    print(f"Traps and mobile charge at VG={vg:.2f} V: "
          f"alpha {alpha:.5f}, swing {s:.2f} mV/decade")
print(f"Electrostatic decay length, formula: {decay:.3f} nm")
print(f"Electrostatic decay length, Laplace solution: {decay_num:.3f} nm")
print(f"Short-channel results at VG: {VG_TEST:.2f} V")
print(f"Barrier top: {top_energy:.4f} eV at {top_x:.2f} nm from source")
print(f"Gate control at barrier top: {alpha_top:.4f}")
print(f"Drain-induced barrier lowering: {dibl:.1f} meV/V")
print(f"Short-channel swing, no tunnelling: {s_classical:.2f} mV/decade")
print(f"Short-channel swing, with tunnelling: {s_quantum:.2f} mV/decade")
print(f"Current carried below barrier top: {100 * below_top:.2f} percent")
ratio = quantum_device(VG_TEST) / classical_device(VG_TEST)
print(f"Quantum/classical current ratio: {ratio:.4f}")
corner = (BARRIER0 - SOURCE_EDGE + VD) / OXIDE * 10
print(f"Drain-corner oxide field at VG=0: {corner:.2f} MV/cm")
drop = barrier_top(0.0)[0] - (SOURCE_EDGE - VD)
print(f"Barrier-to-drain energy drop at VG=0: {drop:.3f} eV")
print(f"Rough bulk silicon gap: {GAP:.2f} eV")
print("all tests passed")
```

Output:

```
Body, oxide, gate length: 5.0, 1.5, 25.0 nm
Relative permittivity, silicon and oxide: 11.7, 3.9
Light and heavy masses: 0.19, 0.916 electron masses
Ideal barrier at zero gate voltage: 0.45 eV
Drain bias: 0.50 V; source subband edge: -0.05 eV
Thermal energy at 300 K: 25.852 meV
Limiting swing at 77.00 K: 15.28 mV/decade
Limiting swing at 300.00 K: 59.53 mV/decade
Limiting swing at 358.15 K: 71.06 mV/decade
Gate voltage for five decades at 300 K: 297.6 mV
Lowest three distinct subband offsets: [0.0, 49.3, 62.7] meV
Ideal gate: VG (V), barrier (eV), current (uA/um), mean fS+fD, swing (mV/decade)
  0.00  0.45  1.6074e-05  7.100e-09  59.53
  0.10  0.35  7.6920e-04  3.398e-07  59.53
  0.20  0.25  3.6809e-02  1.626e-05  59.53
  0.30  0.15  1.7602e+00  7.763e-04  59.57
  0.40  0.05  8.1376e+01  3.346e-02  61.59
  0.45  0.00  4.8150e+02  1.475e-01  69.82
Filtered source, window 30 meV: swing 40.87 mV/decade
Trap density per interface: 1.0e+11 cm^-2 eV^-1
Oxide capacitance per gate: 2.302 uF/cm2
Traps and mobile charge at VG=0.10 V: alpha 0.99308, swing 59.94 mV/decade
Traps and mobile charge at VG=0.30 V: alpha 0.98351, swing 60.52 mV/decade
Electrostatic decay length, formula: 3.747 nm
Electrostatic decay length, Laplace solution: 3.752 nm
Short-channel results at VG: 0.10 V
Barrier top: 0.3038 eV at 10.98 nm from source
Gate control at barrier top: 0.9166
Drain-induced barrier lowering: 30.0 meV/V
Short-channel swing, no tunnelling: 64.95 mV/decade
Short-channel swing, with tunnelling: 65.24 mV/decade
Current carried below barrier top: 18.95 percent
Quantum/classical current ratio: 1.0813
Drain-corner oxide field at VG=0: 6.67 MV/cm
Barrier-to-drain energy drop at VG=0: 0.946 eV
Rough bulk silicon gap: 1.12 eV
all tests passed
```
